# Pseudo-Arclength Continuation of Ferroelectric States: Rotation Instabilities and Spinodals

## The physical situation

A strong field along $z$ holds the polarization of a ferroelectric film along $z$. As the field is lowered, the polarization may begin to tilt towards $x$. If the field is then reversed, the tilted state survives for a while and finally switches. Both events are losses of stability, but of different kinds: at the first the state can go over continuously into a neighbouring one, at the second it has no neighbouring minimum to go to.

Lowering the field in small steps and minimizing the energy each time follows the state poorly. At the switching field the minimum disappears, and just before it the equations are nearly singular. The cure is to treat polarization and field together as a point on a curve and to step along the curve.

## Stationary states as a curve

Let the polarization $\mathbf P$ be homogeneous, with strain eliminated or clamped. Domains, gradients and thermal noise are left out. At macroscopic field $E$ along a fixed unit vector $\mathbf n$, the energy density is

$$G(\mathbf P,E)=F(\mathbf P)-E\,\mathbf n\cdot\mathbf P .$$

The algebra is in atomic units, so $e=1$. Numbers are in eV, Å and $e$, with $1\ \mathrm V=1\ \mathrm{eV}/e$. Stationary states satisfy

$$\nabla F(\mathbf P)-E\mathbf n=0, \tag{1}$$

and are minima if the Hessian $H=\nabla\nabla F$ is positive definite. Equation (1) is three equations for four unknowns, and generically defines curves.

Arclength needs comparable coordinates. We therefore divide $\mathbf P$ by $P_0$ and $E$ by $E_0$, and keep the same letters. Let $s$ be arclength and a dot mean $d/ds$. Differentiating (1) gives

$$H\dot{\mathbf P}=\dot E\,\mathbf n . \tag{2}$$

The tangent $t=(\dot{\mathbf P},\dot E)$ is thus the unit null vector of the $3\times4$ matrix $[H,-\mathbf n]$. Its sign is chosen to continue the previous direction.

From a known point $u=(\mathbf P,E)$ the predictor is $u+t\,\Delta s$. Newton's method then solves (1) together with

$$t\cdot(u'-u)=\Delta s . \tag{3}$$

The Newton matrix is $[H,-\mathbf n]$ bordered below by the row $t$; at a point of the curve with its own tangent we call it $J$.

**Error of a point.** The predictor misses the curve by about $\tfrac12|\ddot u|\Delta s^2$. The corrector removes this miss, so the step affects convergence and the choice of branch, not the accuracy of a converged point. That accuracy is set by the remaining residual $\boldsymbol\rho$. At fixed field the error is $H^{-1}\boldsymbol\rho$ to first order, and its part along a soft eigenvector $\mathbf v$ is $(\mathbf v\cdot\boldsymbol\rho)/\lambda$. This grows as the eigenvalue $\lambda$ falls, until nonlinear terms take over: at a turning point of the field the error is of order $|\boldsymbol\rho|^{1/2}$, far larger than $|\boldsymbol\rho|$. With (3) the error is $J^{-1}(\boldsymbol\rho,0)$. If $[H,-\mathbf n]$ has rank three, $t$ is independent of its rows, because it is orthogonal to them. Then $J$ is invertible even where $H$ is not.

## Two kinds of singular Hessian

Let $H$ have one zero eigenvalue, with unit vector $\mathbf v$. The range of the symmetric matrix $H$ is the plane orthogonal to $\mathbf v$.

- If $\mathbf v\cdot\mathbf n\ne0$, the column $\mathbf n$ lies outside that plane, the rank is three, and the curve is regular. Projecting (2) on $\mathbf v$ gives $0=\dot E\,\mathbf v\cdot\mathbf n$, so $\dot E=0$ and $\dot{\mathbf P}=\pm\mathbf v$. The field may turn back here.
- If $\mathbf v\cdot\mathbf n=0$, the rank is two and the null space is a plane, so (2) alone no longer fixes the tangent. Branches may cross here.

A determinant identity separates the cases during a trace. By construction $Jt=(0,0,0,1)^T$. Cramer's rule gives the last component of $t$ as a quotient. Its numerator is $\det J$ with the last column replaced by $(0,0,0,1)^T$, which equals $\det H$. Hence

$$\det H=\dot E\,\det J . \tag{4}$$

On a regular curve $\det J$ cannot vanish, so a sign change of $\det H$ comes from $\dot E$. On a symmetric branch passing a simple crossing, $\dot E$ keeps its sign and $\det J$ changes.

The determinant alone is not a sufficient monitor. If two eigenvalues cross zero together, as for equivalent $x$ and $y$ directions, $\det H$ has the same sign before and after. The number of negative eigenvalues, however, changes by two. The algorithm therefore runs as follows:

1. Predict, correct, and compute the new tangent. Halve the step if Newton fails or the tangent turns too far.
2. Count the negative eigenvalues of $H$ at both ends of the step.
3. If the count changes by one, find the zero of the crossing eigenvalue as a function of $\Delta s$ by bracketed root finding.
4. Classify it by the sign changes of $\dot E$ and $\det J$. If the count changes by more, shorten the step; if the zeros do not separate, treat the degenerate crossing by symmetry.

## The spinodal and its error

At a turning point choose $\dot{\mathbf P}=\mathbf v$. Differentiate (2) once more:

$$D^3F[\mathbf v,\mathbf v,\cdot]+H\ddot{\mathbf P}=\ddot E\,\mathbf n .$$

Here $D^3F[\mathbf a,\mathbf b,\mathbf c]$ is the third derivative contracted with three vectors. Projection on $\mathbf v$ removes $H\ddot{\mathbf P}$. With $\kappa=D^3F[\mathbf v,\mathbf v,\mathbf v]$ this leaves $\ddot E=\kappa/(\mathbf v\cdot\mathbf n)$. First-order perturbation theory gives $\dot\lambda=\mathbf v\cdot\dot H\mathbf v=\kappa$. Measuring $s$ from the fold, to leading order,

$$E-E_s=\frac{\kappa s^2}{2\,\mathbf v\cdot\mathbf n},\qquad \lambda=\kappa s,\qquad \lambda^2=2\kappa(\mathbf v\cdot\mathbf n)(E-E_s). \tag{5}$$

For $\kappa\neq0$ this is a fold, and where a minimum ends there it is a spinodal. An eigenvalue error $\delta\lambda$ shifts the located field by $\delta\lambda^2/[2\kappa(\mathbf v\cdot\mathbf n)]$, which is of second order.

## The rotation instability

Now let $\mathbf v\cdot\mathbf n=0$ at $(\mathbf P_c,E_c)$, and let a reflection reverse $\mathbf v$ while leaving $\mathbf n$, $\mathbf P_c$ and $F$ unchanged. Write $\mathbf P=\mathbf P_c+\xi\mathbf v+\mathbf q$ with $\mathbf q\perp\mathbf v$, $\delta=E-E_c$, and $\mathbf w=D^3F[\mathbf v,\mathbf v,\cdot]$. The reflection forbids a $\xi^3$ term. With $\delta$ and $\mathbf q$ of order $\xi^2$, the terms up to $\xi^4$ that depend on $\xi$ or $\mathbf q$ are

$$\tfrac12\mathbf q\cdot H\mathbf q+\tfrac12\xi^2\,\mathbf w\cdot\mathbf q-\delta\,\mathbf n\cdot\mathbf q+\tfrac1{24}D^4F[\mathbf v,\mathbf v,\mathbf v,\mathbf v]\,\xi^4 .$$

Stationarity in $\mathbf q$ gives $\mathbf q=H^+(\delta\mathbf n-\tfrac12\xi^2\mathbf w)$, where $H^+$ is the inverse on the plane orthogonal to $\mathbf v$. Inserting it gives $-\tfrac12(\delta\mathbf n-\tfrac12\xi^2\mathbf w)\cdot H^+(\delta\mathbf n-\tfrac12\xi^2\mathbf w)$ plus the quartic term. Expanding the product, the part that depends on $\xi$ is

$$g=\tfrac12\lambda'\delta\,\xi^2+\tfrac1{24}B\xi^4, \tag{6}$$

$$\lambda'=\mathbf w\cdot H^+\mathbf n,\qquad B=D^4F[\mathbf v,\mathbf v,\mathbf v,\mathbf v]-3\,\mathbf w\cdot H^+\mathbf w .$$

The subtraction in $B$ is the softening produced when the other components adjust.

For $\lambda'>0$ and $B>0$, setting $dg/d\xi=0$ gives $\xi^2=-6\lambda'\delta/B$ for $\delta<0$: the polarization rotates continuously. Then $g=-\tfrac32\lambda'^2\delta^2/B$. The susceptibility along $\mathbf n$ is $-d^2G/dE^2$, so it jumps up by $3\lambda'^2/B$ on entering the rotated state. For $B<0$ the side branch is unstable and the state jumps to a distant minimum, which need not be a rotated one; for $B=0$ sixth order is needed.

To enter the new branch, displace the state along $\mathbf v$, hold that displacement by (3) with $t=(\mathbf v,0)$, and correct. An eigenvalue error now shifts the located field by $\delta\lambda/\lambda'$, which is of first order. After a finite displacement the Newton matrix is in general regular. When the crossing itself is being located, however, $J$ becomes singular, so the Newton step is taken as a minimum-norm least-squares solution with tiny singular values discarded. This keeps rounding noise out of the free direction.

## A model that can be solved by hand

Take

$$F=\tfrac12\sum_i a_iP_i^2+\tfrac b4\sum_iP_i^4+\tfrac c2\sum_{i<j}P_i^2P_j^2$$

with the field along $z$. The round parameters are $a=(-1.0,-0.3,-1.2)$ V Å/$e$, $b=3000$ and $c=1000$ V Å$^5/e^3$. They describe no particular material. The scales are $P_0=0.01\ e/$Å$^2$ and $E_0=0.01$ V/Å.

**Axial branch.** Here $E=a_zP_z+bP_z^3$ and $H_{xx}=a_x+cP_z^2$. The latter vanishes at $P_z^2=-a_x/c=0.001\ e^2/$Å$^4$, or $P_z=0.03162\ e/$Å$^2$. The onset field is

$$E_c=P_z\left(a_z-\frac{ba_x}{c}\right)=0.03162\times1.8=0.0569\ \mathrm{V/Å}=1.107\times10^{-3}\ \text{a.u.}$$

At this point $H_{zz}=a_z+3bP_z^2=7.8$ V Å/$e$, and $\mathbf w$ has only the component $w_z=2cP_z$. Therefore

$$\lambda'=\frac{2cP_z}{H_{zz}}=8.11\ \mathrm{Å^2}/e,\qquad B=6b-\frac{3(2cP_z)^2}{H_{zz}}=18000-\frac{12000}{7.8}=16460\ \mathrm{V\,Å^5}/e^3 .$$

Since $B>0$, the rotation is continuous. The susceptibility along $z$ rises from $1/7.8=0.1282$ by $0.0120\ e/$(V Å), or 9% of its axial value.

**Rotated branch.** With $P_y=0$ and $P_x\ne0$, the $x$ equation gives $P_x^2=-(a_x+cP_z^2)/b$. Substitution in the $z$ equation gives

$$E=\alpha P_z+\beta P_z^3,\quad \alpha=a_z-\frac{ca_x}{b}=-0.8667\ \mathrm{V\,Å}/e,\quad \beta=b-\frac{c^2}{b}=2667\ \mathrm{V\,Å^5}/e^3 .$$

At zero field $P_z^2=-\alpha/\beta$, so $\mathbf P=(0.0150,0,0.0180)\ e/$Å$^2$, tilted by 39.8° from $z$.

On this branch $H_{xx}=2bP_x^2$, $H_{xz}=2cP_xP_z$ and $H_{zz}=a_z+3bP_z^2+cP_x^2$. Hence

$$H_{zz}-\frac{H_{xz}^2}{H_{xx}}=a_z+3bP_z^2+cP_x^2-\frac{2c^2P_z^2}{b}=\alpha+3\beta P_z^2=\frac{dE}{dP_z}.$$

The planar Hessian becomes singular where the field turns, at $P_z^2=-\alpha/(3\beta)$. There $P_z=0.01041$ and $P_x=0.01724\ e/$Å$^2$, a tilt of 58.9°. Using $\beta P_z^2=-\alpha/3$,

$$E_s=\tfrac23\alpha P_z=-0.00601\ \mathrm{V/Å}=-1.170\times10^{-4}\ \text{a.u.}$$

The $y$ direction does not interfere: $H_{yy}=a_y+c(P_x^2+P_z^2)$, and $P_x^2+P_z^2=-a_x/b+(1-c/b)P_z^2\ge1/3000$ in these units, so $H_{yy}\ge0.033$ V Å/$e$.

**A phase boundary.** The onset reaches zero field when $a_x=ca_z/b=-0.4$ V Å/$e$, the other parameters being held. For $a_x$ above this value the axial state is stable against rotation to $x$ at zero field. Its transverse susceptibility there, $1/(a_x-ca_z/b)$, diverges at the boundary.

## What the trace shows

The axial trace started at 0.0866 V/Å, with scaled steps of at most 0.1. It took 234 points to reach the reversed axial state. On the way down it met three zeros before $P_z$ changed sign:

- rotation towards $x$ at $E=0.0569$ V/Å;
- rotation towards $y$ at $E=-0.0052$ V/Å;
- a fold at $E=-0.0092$ V/Å.

The negative eigenvalues number one, two and three after these events. The fold is therefore not the end of a minimum. Confining $\mathbf P$ to the axis would predict switching at 0.0092 V/Å in magnitude, whereas the rotated minimum is lost at 0.0060 V/Å, 35% lower at the same parameters.

Branch switching and a trace of 155 points gave the rotated branch and its two folds at $\mp0.00601$ V/Å. At the first, $\mathbf v=(-0.197,0,0.980)$ and $\kappa=156.9$ V Å$^3/e^2$. By (5), at a field 1% short of the spinodal,

$$\lambda\simeq\sqrt{2(156.9)(0.980)(6.01\times10^{-5})}=0.136\ \mathrm{V\,Å}/e .$$

This is the soft eigenvalue in the $xz$ plane, whose exact value there is 0.138 V Å/$e$. It is not yet the lowest one: $H_{yy}=0.118$ V Å/$e$ at this field, and the planar eigenvalue drops below it only closer to the fold.

The errors can now be compared. An eigenvalue error of $10^{-6}$ V Å/$e$ moves $E_c$ by $10^{-6}/8.11=1.2\times10^{-7}$ V/Å. It moves $E_s$ by only $10^{-12}/308=3\times10^{-15}$ V/Å.

Beyond the spinodal the final state must be found by dynamics. Integrating overdamped motion, $d\mathbf P/d\tau=-\nabla_{\mathbf P}G$, from near the zero-field state leaves $P_z$ positive at $0.99E_s$ and reverses it at $1.01E_s$, with $P_x$ still positive. Let $p$ be $P_z$ at the spinodal. At $E_s$ the cubic factorizes as

$$\alpha P_z+\beta P_z^3-E_s=\beta(P_z-p)^2(P_z+2p),$$

so the state reached has $P_z=-2p=-0.0208\ e/$Å$^2$. With $P_x$ eliminated, this cubic is the derivative of $G$ with respect to $P_z$. Setting $x=P_z+2p$, the energy density released is

$$\beta\int_0^{3p}x(3p-x)^2dx=\frac{\beta(3p)^4}{12}=\frac{27}{4}\beta p^4=2.11\times10^{-4}\ \mathrm{eV/Å^3}.$$

## A slightly tilted field

Tilt $\mathbf n$ by a small angle $\theta$ towards $x$. To leading order (6) gains $-h\xi$ with $h=E_c\theta$. Stationarity and the soft curvature $m$ become

$$\lambda\xi+\tfrac16B\xi^3=h,\qquad m=\lambda+\tfrac12B\xi^2,\qquad \lambda=\lambda'(E-E_c).$$

On the favoured branch $\xi>0$. Eliminating $\lambda$ gives $m=h/\xi+B\xi^2/3$, which is least at $\xi^3=3h/(2B)$. There $m=B\xi^2$, so

$$m_{\min}=\left(\tfrac94Bh^2\right)^{1/3}. \tag{7}$$

The instability has become a smooth rotation. On the minority branch $m=0$ gives $\lambda=-B\xi^2/2$ and $\xi^3=-3h/B$. This is a new spinodal, at

$$E_c-E=\frac1{\lambda'}\left(\tfrac98Bh^2\right)^{1/3}. \tag{8}$$

For $\theta=0.1°$, $h=9.93\times10^{-5}$ V/Å. Equation (7) gives 0.0715 V Å/$e$, and the trace gives 0.0752. Equation (8) puts the minority spinodal at 0.0499 V/Å, and the trace finds 0.0506. The predicted shift, 0.0070 V/Å, is 10% larger than the traced one. Most of this comes from using $E_c\theta$ for $h$: with the actual field at the fold the shift becomes 0.0065 V/Å. At $\theta=10^{-5}$ rad both laws hold to about 0.3%.

The main spinodal barely moves. Differentiating (1) along the family of folds and projecting on $\mathbf v$ gives $\delta E_s=-E_s(v_x/v_z)\theta=-2\times10^{-6}$ V/Å, in agreement with the traced change from $-0.006014$ to $-0.006016$ V/Å.

A small tilt also creates a numerical danger. The corner has width $\xi=(3h/2B)^{1/3}$, which is $3.7\times10^{-4}\ e/$Å$^2$ at $10^{-5}$ rad. A longer step can cross it and converge to $\xi\simeq h/\lambda<0$, on the unstable branch. One eigenvalue is then negative while $\dot E$ has kept its sign, so by (4) $\det J$ has changed sign. In a field without the reflection symmetry, such a change calls for a repeat with shorter steps.

## Beside real ferroelectrics

The model's zero-field polarization, $0.023\ e/$Å$^2$, is of the size found in perovskite oxides. Its fields are not typical of experiments. Bulk crystals and ceramics commonly switch near $10^{-4}$ V/Å or below, and films often near $10^{-3}$ V/Å; these are rough sizes. The assumption that fails is homogeneous reversal: domains nucleate at defects and electrodes and grow, which can lower the switching field by one or two orders of magnitude. The onset at 0.057 V/Å would exceed the breakdown field of many oxide films. With the other parameters of the model held, an onset at $10^{-2}$ V/Å requires $a_x=-0.54$ V Å/$e$, and one at $10^{-3}$ V/Å requires $a_x=-0.416$ V Å/$e$, close to the phase boundary found above. Strain that is free to relax changes $b$ and $c$, and can change the sign of $B$. With the $a_i$ of the model held, $B$ is negative only for $c/b$ above 0.96, where the onset already lies at reversed field.
